# The bound states of hydrogen in parabolic coordinates, part 2

An electron without spin or relativity moves about a fixed point nucleus of charge \(Z>0\). In atomic units (\(\hbar=m_e=e^2/4\pi\varepsilon_0=1\), lengths in bohr, energies in hartree), \(H=-\tfrac12\nabla^2-Z/r\). We seek its bound states as products in the coordinates \(\xi,\eta,\varphi\), where \(\varphi\) is the azimuth about the \(z\) axis. An example for \(Z=1\) is

\[
\frac{\psi_{2s}-\psi_{2p_0}}{\sqrt2}=\frac{2-r-z}{\sqrt{64\pi}}\,e^{-r/2}
=\frac{1}{\sqrt{16\pi}}\Big[\Big(1-\frac{\xi}{2}\Big)e^{-\xi/4}\Big]\Big[e^{-\eta/4}\Big],
\qquad \xi=r+z,\quad \eta=r-z, \tag{1}
\]

Here \(r=(\xi+\eta)/2\) and \(x\pm iy=\sqrt{\xi\eta}\,e^{\pm i\varphi}\). A step \(d\xi\) has length \(h_\xi d\xi\), with \(h_\xi^2=(\xi+\eta)/4\xi\). The volume element and Laplacian are

\[
dV=\frac{\xi+\eta}{4}\,d\xi\,d\eta\,d\varphi. \tag{2}
\]

\[
\nabla^2\psi=\frac{4}{\xi+\eta}\Big[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\Big]+\frac{1}{\xi\eta}\,\partial_\varphi^2\psi. \tag{4}
\]

The Schrödinger equation becomes

\[
\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)+\Big(\frac1{4\xi}+\frac1{4\eta}\Big)\partial_\varphi^2\psi+\frac{E}{2}(\xi+\eta)\psi+Z\psi=0. \tag{5}
\]

Put \(\psi=f_1(\xi)f_2(\eta)e^{im\varphi}\), with integer \(m\), \(\mu=|m|\), and \(E=-\kappa^2/2\), \(\kappa>0\). The separation constants satisfy \(Z_1+Z_2=Z\). With \(\rho_1=\kappa\xi\), \(\rho_2=\kappa\eta\) and \(\beta_i=Z_i/\kappa\), both factors obey

\[
(\rho f')'+\Big[\beta-\frac\rho4-\frac{\mu^2}{4\rho}\Big]f=0,\qquad\text{that is}\qquad
Bf=\beta f,\quad B=-\frac{d}{d\rho}\,\rho\,\frac{d}{d\rho}+\frac\rho4+\frac{\mu^2}{4\rho}, \tag{7}
\]

\[
\beta_1+\beta_2=\frac Z\kappa. \tag{8}
\]

On the axis, \(\rho=0\), the admissible (regular) solution behaves as \(\rho^{\mu/2}\). For \(\mu=0\) the condition is \(\rho f'\to0\), which excludes the logarithmic solution. Writing \(f=e^{-\rho/2}\rho^{\mu/2}w\) gives

\[
\rho w''+(\mu+1-\rho)\,w'+\nu\,w=0,\qquad \nu=\beta-\frac{\mu+1}{2}. \tag{9}
\]

and the series \(w=\sum_{j\ge0}c_j\rho^j\) has

\[
c_{j+1}=\frac{j-\nu}{(j+1)(j+\mu+1)}\,c_j. \tag{10}
\]

A program accompanies the text and checks its results numerically. If the series does not end, \(|f|\) grows at least as fast as \(e^{\rho/4}\), and the state cannot be normalised.

The series must therefore end. It does so when \(\nu=k\) is a non-negative integer, since (10) then gives \(c_{k+1}=0\), and \(w\) is a polynomial of degree \(k\). The allowed values are

\[
\beta=k+\frac{\mu+1}{2},\qquad k=0,1,2,\dots \tag{11}
\]

The program finds the lowest four eigenvalues of \(B\) on a grid, without using the series, for \(\mu=0\) to 3, and tests them against (11) to \(3\times10^{-4}\) absolute. The printed values are 0.5, 1.5, 2.5, 3.5 for \(\mu=0\), then 1, 2, 3, 4 for \(\mu=1\), and 1.5, 2.5, 3.5, 4.5 for \(\mu=2\), each to four decimals.

The condition on the axis is as necessary for (11) as the condition at infinity. To see this at \(\mu=0\), set \(a=-\nu=\tfrac12-\beta\), take any \(\beta<\tfrac12\) so that \(a>0\), and consider

\[
w(\rho)=\frac1{\Gamma(a)}\int_0^\infty e^{-\rho t}\,t^{a-1}(1+t)^{-a}\,dt .
\]

Each derivative with respect to \(\rho\) brings down \(-t\), so the left side of (9), \(\rho w''+(1-\rho)w'-aw\), is the same integral with the extra factor \(\rho t^2+\rho t-t-a\). On the other hand, the \(t\) derivative of \(e^{-\rho t}t^a(1+t)^{1-a}\) is \(e^{-\rho t}t^{a-1}(1+t)^{-a}\) times \(-\rho t(1+t)+a(1+t)+(1-a)t=-(\rho t^2+\rho t-t-a)\). The integrand is thus a total derivative of a function that vanishes at both ends, and \(w\) solves (9). Dropping the factor \((1+t)^{-a}\le1\) shows \(w\le\rho^{-a}\), so \(f=e^{-\rho/2}w\) decays. At small \(\rho\), the substitution \(\tau=\rho t\) gives \(\rho w'=-\Gamma(a)^{-1}\int_0^\infty e^{-\tau}\,[t/(1+t)]^a\,d\tau\) with \(t=\tau/\rho\), and the bracket tends to 1, so \(\rho w'\to-1/\Gamma(a)\). This is the logarithmic solution. It is square integrable for every \(\beta<\tfrac12\), and if it were admitted in one of the two factors, (8) could be met for any \(\kappa\) and no discrete spectrum would result. For \(\beta=0.2\) the program evaluates \(\rho f'\) at \(\rho=10^{-8}\) and finds \(-0.334273\) for this solution, which it tests against \(-1/\Gamma(0.3)\). For the regular solution with \(f(0)=1\) it finds \(-2.0\times10^{-9}\), as expected from integrating \((\rho f')'\simeq-\beta\) to \(\rho f'\simeq-\beta\rho\). For \(\beta=0.2\) one solution fails on the axis and the other fails at infinity, and (11) lists the values for which a single solution passes at both ends.

Call the integer \(k\) in the \(\xi\) equation \(n_1\) and that in the \(\eta\) equation \(n_2\). Inserting (11) twice into (8),

\[
\frac Z\kappa=n_1+\frac{\mu+1}2+n_2+\frac{\mu+1}2=n_1+n_2+|m|+1\equiv n,\qquad
E=-\frac{\kappa^2}{2}=-\frac{Z^2}{2n^2}. \tag{12}
\]

The number \(n\) is a positive integer, even though each \(\beta\) may be half-integer, because the two halves add. The energy depends on the three quantum numbers only through \(n\). For a repulsive centre, \(Z<0\), the left side of (12) is negative and there is no bound state. The separation constants are \(Z_i=\kappa\beta_i=Z\,(n_i+\tfrac{\mu+1}2)/n\), both positive, and their difference is \(Z_1-Z_2=Z(n_1-n_2)/n\).

To normalise the states one needs the polynomials explicitly. With \(\nu=k\) and the conventional choice \(c_0=(k+\mu)!/(k!\,\mu!)\), the solution of (10) is the associated Laguerre polynomial

\[
L_k^{\mu}(\rho)=\sum_{j=0}^{k}c_j\rho^j,\qquad c_j=(-1)^j\frac{(k+\mu)!}{(k-j)!\,(\mu+j)!\,j!}, \tag{13}
\]

as the ratio \(c_{j+1}/c_j=-(k-j)/[(\mu+j+1)(j+1)]\) confirms. The first few are \(L_0^\mu=1\), \(L_1^\mu=\mu+1-\rho\) and \(L_2^0=1-2\rho+\rho^2/2\). The same polynomial is given by the Rodrigues formula

\[
e^{-\rho}\rho^\mu L_k^\mu(\rho)=\frac1{k!}\frac{d^k}{d\rho^k}\big(e^{-\rho}\rho^{k+\mu}\big). \tag{14}
\]

To prove it, apply the Leibniz rule with \(j\) derivatives acting on the exponential and \(k-j\) on the power. The exponential gives \((-1)^je^{-\rho}\), the power gives \(\frac{(k+\mu)!}{(\mu+j)!}\rho^{\mu+j}\), and the binomial coefficient divided by \(k!\) is \(1/[j!\,(k-j)!]\). The product is \(e^{-\rho}\rho^\mu c_j\rho^j\).

Write \((p,q)=\int_0^\infty e^{-\rho}\rho^\mu\,p\,q\,d\rho\) for two polynomials, and drop the upper index on \(L\) while \(\mu\) is fixed. Use (14) for \(L_k\) and integrate by parts \(k\) times. The boundary terms contain derivatives of \(e^{-\rho}\rho^{k+\mu}\) of order at most \(k-1\); these carry at least the power \(\rho^{\mu+1}\) and vanish at zero, and they vanish at infinity because of the exponential. So

\[
(L_k,q)=\frac{(-1)^k}{k!}\int_0^\infty e^{-\rho}\rho^{k+\mu}\,q^{(k)}(\rho)\,d\rho. \tag{15}
\]

If \(q\) has degree below \(k\), then \(q^{(k)}=0\): \(L_k\) is orthogonal to every polynomial of lower degree, and in particular to \(L_{k'}\) with \(k'<k\). For \(q=L_k\), the leading coefficient from (13) is \(c_k=(-1)^k/k!\), so \(q^{(k)}=(-1)^k\) and

\[
A_k\equiv(L_k,L_k)=\frac{(k+\mu)!}{k!}.
\]

The functions

\[
u_k(\rho)=\sqrt{\frac{k!}{(k+\mu)!}}\;e^{-\rho/2}\rho^{\mu/2}L_k^\mu(\rho)\qquad\text{satisfy}\qquad\int_0^\infty u_ku_{k'}\,d\rho=\delta_{kk'}. \tag{16}
\]

Orthogonality also fixes the number of nodes. If \(L_k\) changed sign at fewer than \(k\) positive points, the polynomial \(q\) with simple zeros at exactly those points would have degree below \(k\), while \(L_kq\) kept one sign, and \((L_k,q)\) could not vanish. So \(L_k\) has \(k\) simple positive zeros, and \(n_1\) and \(n_2\) count the nodal paraboloids of each family.

Because the volume element (2) contains \(\xi+\eta\), the first moment \(\langle\rho\rangle_k=\int\rho\,u_k^2\,d\rho\) is needed as well. Take \(q=\rho L_k=c_k\rho^{k+1}+c_{k-1}\rho^k+\dots\) in (15). From (13), \(c_{k-1}=(-1)^{k-1}(k+\mu)/(k-1)!\) for \(k\ge1\), so \(q^{(k)}=c_k(k+1)!\,\rho+c_{k-1}k!=(-1)^k[(k+1)\rho-k(k+\mu)]\), a form that is also right for \(k=0\). Then

\[
(L_k,\rho L_k)=\frac{(k+1)(k+\mu+1)!-k(k+\mu)(k+\mu)!}{k!}=A_k\big[(k+1)(k+\mu+1)-k(k+\mu)\big],
\]

and expanding the bracket,

\[
\langle\rho\rangle_k=2k+\mu+1=2\beta_k. \tag{17}
\]

Now write \(\psi=N\,u_{n_1}(\kappa\xi)\,u_{n_2}(\kappa\eta)\,e^{im\varphi}/\sqrt{2\pi}\) with \(N>0\). The \(\varphi\) integral of \(1/2\pi\) is 1. In scaled variables \(\tfrac14(\xi+\eta)\,d\xi\,d\eta=\tfrac1{4\kappa^3}(\rho_1+\rho_2)\,d\rho_1d\rho_2\). The term with \(\rho_1\) gives \(\langle\rho\rangle_{n_1}\) times the unit norm of \(u_{n_2}\), and the term with \(\rho_2\) gives the mirror image. Therefore

\[
1=\frac{N^2}{4\kappa^3}\big[(2n_1+\mu+1)+(2n_2+\mu+1)\big]=\frac{N^2}{4\kappa^3}\,2n,
\qquad N^2=\frac{2\kappa^3}{n}=\frac{2Z^3}{n^4}. \tag{18}
\]

The constant is the same for all states of a level. The normalised states are

\[
\psi_{n_1n_2m}=\frac{\sqrt2\,Z^{3/2}}{n^2}\;u_{n_1}\!\Big(\frac{Z\xi}{n}\Big)\,u_{n_2}\!\Big(\frac{Z\eta}{n}\Big)\,\frac{e^{im\varphi}}{\sqrt{2\pi}}, \tag{19}
\]

with both \(u\) taken at \(\mu=|m|\). The overall sign of each state is a convention, fixed here by \(N>0\) and \(L_k^\mu(0)>0\).

Three cases can be read off at once. For \(n=1\), \(u_0u_0=e^{-Z(\xi+\eta)/2}=e^{-Zr}\) and \(\psi_{000}=\sqrt{Z^3/\pi}\,e^{-Zr}\), the spherical ground state. For \(Z=1\) and \((n_1,n_2,m)=(1,0,0)\), \(\kappa=\tfrac12\), the prefactor is \(\tfrac{\sqrt2}{4}\cdot\tfrac1{\sqrt{2\pi}}=1/\sqrt{16\pi}\), and \(u_1(\xi/2)u_0(\eta/2)=(1-\xi/2)e^{-\xi/4}e^{-\eta/4}\), which is (1) with its sign and its constant. For \(n_1=n_2=0\) and \(m=\pm(n-1)\), the powers combine as \((\rho_1\rho_2)^{\mu/2}e^{\pm i\mu\varphi}=[\kappa(x\pm iy)]^{\mu}\), and the state is proportional to \((x\pm iy)^{n-1}e^{-\kappa r}\), which is also the spherical state with \(l=n-1\) and extreme \(m\). The same identity shows that every state (19) is a polynomial in \(x,y,z,r\) times \(e^{-\kappa r}\), so it is smooth on the axis away from the nucleus, although the coordinates are singular there.

Different states (19) are orthogonal, for one of three reasons. If \(m\ne m'\), the integral of \(e^{i(m'-m)\varphi}\) over a full turn vanishes. If \(n\ne n'\), the energies differ and \(H\) is Hermitian. If \(m=m'\) and \(n=n'\), then \(\kappa\) and \(\mu\) are common and the overlap is

\[
\frac{N^2}{4\kappa^3}\Big[\int\rho\,u_{n_1}u_{n_1'}d\rho\;\,\delta_{n_2n_2'}+\delta_{n_1n_1'}\int\rho\,u_{n_2}u_{n_2'}d\rho\Big].
\]

The integrals with the weight \(\rho\) do not vanish for neighbouring indices, but \(n_1+n_2=n_1'+n_2'\), so \(n_1\ne n_1'\) forces \(n_2\neq n_2'\), and both Kronecker deltas are zero. The program tests (19) without using (2) or (4), for \(Z=1\) and \(Z=2\) and all 30 states with \(n\le4\). It applies \(H\) by Cartesian finite differences at four points and requires the residual of \(H\psi=E\psi\) to stay below \(10^{-5}\) of the largest \(|\psi|\) among those points, and it computes the overlap matrix by quadrature in spherical coordinates and requires it to equal the unit matrix within \(10^{-9}\).

So far only product solutions have been found, and a count of them is the degeneracy only if every bound state is a combination of them. This rests on the completeness of the \(u_k\) at fixed \(\mu\): a square-integrable \(g(\rho)\) orthogonal to all of them is zero. The polynomials \(L_0,\dots,L_j\) have degrees \(0,\dots,j\) and so span all polynomials up to degree \(j\). Hence such a \(g\) obeys \(\int g\,\rho^{\mu/2}e^{-\rho/2}\rho^j\,d\rho=0\) for all \(j\). Define \(G(t)=\int_0^\infty g\,\rho^{\mu/2}e^{-\rho/2}e^{i\rho t}d\rho\). For \(|\mathrm{Im}\,t|<\tfrac12\) the factor multiplying \(g\) decays exponentially, so by the Cauchy–Schwarz inequality the integral converges, along with its \(t\) derivative, and \(G\) is analytic in that strip. Its \(j\)th derivative at \(t=0\) is \(i^j\) times the vanishing moment. An analytic function whose derivatives all vanish at one point is zero throughout the strip, in particular on the real line. There \(G\) is the Fourier transform of \(g\,\rho^{\mu/2}e^{-\rho/2}\), which must then vanish, and so must \(g\). The products \(u_{k_1}(\rho_1)u_{k_2}(\rho_2)\) are complete in two variables by using this twice: if \(g(\rho_1,\rho_2)\) is orthogonal to all products, then for each \(k_1\) the function \(\int u_{k_1}g\,d\rho_1\) of \(\rho_2\) is orthogonal to all \(u_{k_2}\) and vanishes, and then at each \(\rho_2\) the function \(g\) of \(\rho_1\) is orthogonal to all \(u_{k_1}\).

Let \(\Psi\) be any normalisable eigenfunction with energy \(-\kappa^2/2\), where \(\kappa\) is not yet assumed to be \(Z/n\). As is required of any bound state of this Hamiltonian, \(\Psi\) and its gradient are taken to be bounded; the Coulomb singularity gives a cusp at the nucleus, as in \(e^{-Zr}\), and nothing worse. Expand it in a Fourier series, \(\Psi=\sum_mg_m(\rho_1,\rho_2)e^{im\varphi}\). The coefficients in (5) do not depend on \(\varphi\), so each component satisfies the equation separately, and after the scaling that led to (7) this reads

\[
(B_1+B_2)\,g_m=\frac Z\kappa\,g_m, \tag{20}
\]

with \(B_i\) acting on \(\rho_i\) and \(\mu=|m|\). By (2), \(d\xi\,d\eta\,d\varphi=(2/r)\,dV\). The integral of \(|\Psi|^2/r\) is finite, because inside the unit sphere it is bounded by a constant times \(\int r\,dr\) and outside \(1/r<1\). Each \(g_m\) is therefore square integrable in \(d\rho_1d\rho_2\) and is determined by its coefficients \(C_{k_1k_2}=\iint u_{k_1}u_{k_2}\,g_m\,d\rho_1d\rho_2\). Multiply (20) by \(u_{k_1}u_{k_2}\) and move \(B_1\) onto \(u_{k_1}\) by two integrations by parts. The boundary term is \(\rho_1(u_{k_1}'g_m-u_{k_1}\partial_1g_m)\). At infinity it vanishes with \(u_{k_1}\). At zero, \(\rho u'\to0\), because \(u\) behaves as \(\rho^{\mu/2}\) times a power series; and \(\xi\,\partial_\xi\Psi\) equals \(\xi h_\xi\) times a bounded component of the gradient, with \(\xi h_\xi=\tfrac12\sqrt{\xi(\xi+\eta)}\to0\). The same holds for \(B_2\). Using \(Bu_k=\beta_ku_k\),

\[
\Big(k_1+k_2+|m|+1-\frac Z\kappa\Big)C_{k_1k_2}=0 .
\]

If \(Z/\kappa\) is not a positive integer, all coefficients vanish and \(\Psi=0\), so (12) is the whole bound spectrum. If \(Z/\kappa=n\), only the finitely many terms with \(k_1+k_2+|m|+1=n\) survive, and these are the states (19) of level \(n\). The program tests this on the spherical 3s function. It projects it on the products with \(k_1,k_2\le4\) at \(\kappa=Z/3\), and asserts that all coefficients with \(k_1+k_2\ne2\) are below \(10^{-9}\) and that the squared coefficients add up to the norm in the measure \(d\rho_1d\rho_2d\varphi\).

The states (19) of level \(n\) are thus an orthonormal basis of the eigenspace, and their number is its dimension. Fix \(n\) and \(m\). The condition is \(n_1+n_2=n-|m|-1\) with both integers non-negative. It needs \(|m|\le n-1\), and then \(n_1\) can be any of \(0,1,\dots,n-|m|-1\) with \(n_2\) determined by it, which makes \(n-|m|\) states. The value \(m=0\) occurs once and each \(|m|\ge1\) twice, so the total is

\[
n+2\sum_{\mu=1}^{n-1}(n-\mu)=n+2\sum_{j=1}^{n-1}j=n+2\,\frac{(n-1)n}{2}=n^2, \tag{21}
\]

where \(j=n-\mu\), so the product states (19) are an orthonormal basis of each bound level, which has energy \(-Z^2/2n^2\) and dimension \(n^2\). What remains is to compare this count with the spherical one, to find the mean displacement \(\langle z\rangle\) of each state and its first-order shift in an electric field, and to work out the \(n=3\) level of hydrogen in numbers.
